Integrating the TNM equations for cooled and reheated silica glass

**The decision that depends on the result**

A calculation that uses a structure-dependent property of silica glass needs a value of the fictive temperature Tf. One must decide whether a single value will do for every part, or whether the thermal history must be integrated. For the parameters used here, a tenfold change of cooling rate moves the final Tf by 64 to 79 K, and a day of service at 1273 K can move it by 200 K. If the property varies appreciably over such a range of Tf, a single value will not do for parts with different histories. For steady cooling of an equilibrium liquid from well above the freezing range a quick estimate derived below is enough, once its constant is known for the model parameters x and β in use; a more general history has to be integrated. This note gives a scheme for doing so and the conditions under which slower cooling leaves a lower Tf.

**Model and conventions**

Tf is the temperature at which the equilibrium liquid would have the structure that the glass has now, as judged by one chosen property. In equilibrium Tf = T.

Suppose an equilibrium liquid undergoes a small temperature step ΔT. The structure cannot follow at once, so just after the step Tf − T = −ΔT. This deviation decays as −ΔT M, where M falls from 1 to 0. The Tool-Narayanaswamy-Moynihan (TNM) model assumes that M depends on the reduced time elapsed since the step, and that the responses to successive steps add:

M(s) = exp(−s^β),  0 < β ≤ 1

dξ = dt/τ

Tf(t) = T(t) − ∫₀ᵗ M[ξ(t) − ξ(t′)] (dT/dt′) dt′  (1)

The relaxation time depends on temperature and on structure:

ln τ = ln τ_r + (H/k)[x/T + (1−x)/Tf − 1/T_r],  0 < x ≤ 1  (2)

H is an energy per particle and τ_r is the equilibrium relaxation time at T_r. Equation (1) contains no memory of times before t = 0, so it assumes equilibrium at the start. The cooling rate q is counted as positive.

The example uses H = 5.3 eV, τ_r = 100 s at T_r = 1450 K, x = 0.7 and β = 0.7. Cooling runs from 1900 K to 700 K at 10, 1, 0.1 or 0.01 K/s, and reheating to 1900 K at 10 K/min throughout.

**Discretization**

Let ΔT_j = T_j − T_{j−1} and Δt_j = t_j − t_{j−1}. The reduced time advances by the trapezoidal rule:

Δξ_n = (Δt_n/2)(1/τ_{n−1} + 1/τ_n)

Each past temperature step is assigned the reduced time at its middle, m_j = ξ_{j−1} + Δξ_j/2. Equation (1) becomes

Tf_n = T_n − Σ_{j=1..n} ΔT_j exp[−(ξ_n − m_j)^β]  (3)

This equation is implicit, because τ_n, and hence ξ_n, depends on Tf_n. It is solved by repeated substitution:

    Tf[0] = T[0]; ξ = 0; r_old = 1/τ(T[0], Tf[0])
    for n = 1 to N:
        y = Tf[n−1]
        repeat:
            r_new = 1/τ(T[n], y)
            h = 0.5·Δt[n]·(r_old + r_new)
            m[n] = ξ + h/2
            age[j] = max(ξ + h − m[j], 0), j = 1..n
            y_new = T[n] − Σ ΔT[j]·exp(−age[j]^β)
            d = |y_new − y|; y = y_new
        until d < 1e−6 K
        Tf[n] = y; ξ = ξ + h; r_old = 1/τ(T[n], y)

An iteration limit should raise an error if the inner loop does not converge. An instantaneous temperature jump needs no special code: it is a step with Δt = 0, for which the age is zero and the kernel is 1.

**Cost and accuracy**

Step n needs n kernel values per iteration, so one pass over N steps needs N(N+1)/2 of them. A full cycle with 1 K steps has N = 2400, which gives 2.9 million kernel values per pass. Storage grows as N. Halving the step multiplies the work by about four if the iteration count stays the same.

The largest local error of the midpoint rule comes from the newest step when β < 1, because M has infinite slope at zero age. For a small reduced step h the true mean of M over the step is 1 − h^β/(1+β), while the midpoint gives 1 − (h/2)^β. The difference is

h^β [2^(−β) − 1/(1+β)] = 0.027 h^0.7 for β = 0.7.

For small h the older steps together add about as much again. With ΔT = 1 K and h near 1 the total error in Tf is about 0.05 K; it peaks at about 0.085 K near h = 6, where the small-h formula no longer applies. It disappears on entering the frozen range, where h tends to zero. Halving the 1 K step changed the frozen Tf by at most 0.003 K at the fastest and slowest cooling rates.

**Stability**

At 1900 K the equilibrium relaxation time is 4.3 × 10⁻³ s. At 0.01 K/s a 1 K step lasts 100 s, so h is about 23,000. An explicit Euler step of the one-mode equation (4) below would multiply the deviation Tf − T by 1 − h, which is unstable for h > 2. In (3) a large h makes the kernel vanish and gives Tf = T, the correct limit, so the fast range sets no stability limit on the step.

The inner iteration has a limit of its own. Write its map as y → F(y). From (2), at fixed T,

d(1/τ)/dy = (1/τ)(1−x)H/(k y²)

The newest step has age h/2 and the older ones have ages that grow by the full change of h. Therefore

F′(y) = [(1−x)H/(k y²)] · [Δt_n/(2τ_n)] · dF/dh

dF/dh = Σ_j ΔT_j c_j β a_j^(β−1) exp(−a_j^β)

where a_j is the age, c_n = 1/2, and c_j = 1 for j < n. The iteration converges locally if |F′| < 1. The last two factors of F′ are of the order of half the relaxation of Tf within the step. The first factor is 0.0088 per kelvin at 1450 K, so a few kelvin of relaxation per step give |F′| of at most a few per cent. A step in which Tf relaxes by hundreds of kelvin may fail and should be subdivided.

Rounding enters through the subtraction of large reduced times. In the slowest cooling ξ reaches about 10⁶, where double precision resolves about 10⁻¹⁰. The resulting kernel error is about (10⁻¹⁰)^0.7 = 10⁻⁷, which is harmless. The age is cut off at zero because rounding could make it slightly negative, and a negative number has no real power 0.7.

**Two checks by differential equations**

For β = 1, write D = Tf − T = −∫ exp[−(ξ−ξ′)] dT′. Differentiation acts on the upper limit, where the kernel is 1, and on ξ, whose rate is 1/τ:

dD/dt = −dT/dt + (1/τ)∫ exp[−(ξ−ξ′)] dT′ = −dT/dt − D/τ

Adding dT/dt to both sides gives

dTf/dt = (T − Tf)/τ  (4)

A stiff solver applied to (4) at 0.1 K/s gave a frozen Tf of 1379.055 K, and the memory sum gave 1379.051 K.

For β = 1/2 the kernel can be resolved into exponentials. Consider

I = ∫₀^∞ exp[−z²/2 − s/(2z²)] dz

Since z²/2 + s/(2z²) = (z − √s/z)²/2 + √s, we have I = exp(−√s) J, with

J = ∫₀^∞ exp[−(z − √s/z)²/2] dz

The substitution z → √s/z leaves the exponential unchanged and turns dz into (√s/z²)dz. Averaging the two forms of J gives

J = ½ ∫₀^∞ (1 + √s/z²) exp[−(z − √s/z)²/2] dz

With u = z − √s/z, du = (1 + √s/z²)dz and u runs from −∞ to ∞, so J = ½√(2π) = √(π/2). Hence

exp(−√s) = √(2/π) ∫₀^∞ exp(−z²/2) exp[−s/(2z²)] dz

Each z is a mode that obeys (4) with relaxation time 2z²τ. The modes are coupled because τ contains their weighted mean, Tf. Sixty modes reproduced the kernel to 8 × 10⁻⁴ and gave 1360.70 K at 0.1 K/s, against 1360.65 K from the memory sum. This check exercises both the stretched memory and the feedback of Tf on τ.

**Why slower cooling leaves a lower Tf**

On cooling from T0, use temperature as the variable. Since dT′ is negative along the path, reversing the limits of (1) changes the sign:

Tf(T) = T + ∫_T^{T0} M[ξ(T,T′)] dT′

ξ(T,T′) = ∫_T^{T′} dT″/(qτ)

Let s and f label the slower and the faster run. If 1/(qτ) is larger for the slower run at every temperature, every ξ(T,T′) is larger, every M is smaller, and Tf is lower at every T below T0. Taking logarithms at equal T and using (2), this condition reads

(1−x)(H/k)(1/Tf_s − 1/Tf_f) < ln(q_f/q_s)  (5)

For x = 1 the left side is zero and the ordering is proved for any β. For x < 1 there is a competing effect: the slower-cooled glass has the lower Tf and therefore the longer τ. Condition (5) says that this feedback must not outweigh the extra time. Along the computed coolings, for neighbouring rates, the left side reached at most 0.29 of the right side.

For β = 1 the ordering holds for any x. With y = T0 − T, equation (4) becomes

dTf/dy = −(Tf − T)/(qτ)

Tf stays above T: if they met, Tf would have zero slope in y while T falls with slope −1. Near the start Tf − T ≈ y, so Tf ≈ T0 − y²/(2qτ), which is lower for smaller q. Suppose the two curves met again at some later y. There T, Tf and τ would be equal, and

d(Tf_f − Tf_s)/dy = (Tf − T)(1/q_s − 1/q_f)/τ > 0

But a positive difference that falls to zero for the first time cannot have a positive slope there. The curves therefore do not meet. For β < 1 together with x < 1 this note has no such general proof, and (5) should be monitored.

The frozen values Tf′ are:

10 K/s: 1520.6 K (1247 °C)
1 K/s: 1442.0 K (1169 °C)
0.1 K/s: 1371.0 K (1098 °C)
0.01 K/s: 1306.5 K (1033 °C)

At 700 K the relaxation time of the slowest-cooled glass is 2.6 × 10¹⁶ s, and by (2) that of the fastest-cooled glass is only about 7 times shorter, so these values no longer change on the time scale of the runs.

The proofs above need the equilibrium start; without it the order can reverse. Take a glass equilibrated at 1200 K, raise it at once to 1400 K, and cool it from there. The final Tf is 1201 K at 10 K/s and 1230 K at 0.1 K/s, so the order is reversed. Here Tf begins below T and relaxes upward, and slower cooling gives it more time to rise.

**How large the shift is**

Expand the exponent of (2) to first order about T_r, with b = H/(kT_r²):

ln τ = ln τ_r − b[x(T−T_r) + (1−x)(Tf−T_r)]

Lower both T and Tf by δ. Then ln τ rises by bδ. If q is multiplied by exp(−bδ), the product qτ is unchanged, and so are all reduced times between corresponding temperatures. Equation (1) is then satisfied by the shifted curve. The shift also moves the start and end temperatures. This has negligible effect if the end is frozen and the equilibrium start is so hot that the liquid at first follows the cooling, qτ ≪ kT²/H. Equilibrium at the start is not enough by itself: since M ≤ 1, equation (1) never lets Tf exceed the starting temperature during cooling, so a start that is too low limits the final Tf. With such a hot start the shift does not depend on where the cooling began. Hence, in the linearized model and for any x and β,

δ = (kT_r²/H) ln(q_f/q_s)

Here kT_r²/H = 34.18 K, so a factor of ten gives 34.18 × 2.303 = 78.7 K. A run of the linearized model at 1 and 0.1 K/s also gave 78.7 K.

With the full exponent the shifts per decade are 78.6, 71.0 and 64.5 K, decreasing towards slow cooling. To see why, measure temperatures from Tf′ in units of kTf′²/H:

u = (T−Tf′)H/(kTf′²),  u_f = (Tf−Tf′)H/(kTf′²)

To leading order in kTf′/H, τ = τ′ exp[−xu − (1−x)u_f], with τ′ = τ(Tf′,Tf′). Then

dT/(qτ) = (1/c) exp[xu + (1−x)u_f] du

c = qτ′H/(kTf′²)

For the hot start described above, the rate enters through c alone, and the requirement that u_f end at zero fixes c for given x and β. At 10 K/s, equation (2) gives τ′ = 13.94 s, so qτ′ = 139.4 K; with kTf′²/H = 37.6 K this is c = 3.71. At 0.01 K/s c is 3.80. The near constancy gives a quick estimate of Tf′ for this x and β, again for a hot start: solve qτ′ ≈ 3.75 kTf′²/H. This reproduces the four frozen values within 0.5 K. The constant depends strongly on x and β: at 0.1 K/s it is 1.65 for x = β = 1 and about 10 for x = β = 0.5, and using 3.75 in those cases misses Tf′ by 25 to 30 K.

Taking the logarithm of the definition of c gives

ln q = ln c + ln(kTf′²/H) − ln τ_r − (H/k)(1/Tf′ − 1/T_r)

Differentiate with respect to 1/Tf′ at constant c. Since ln Tf′² = −2 ln(1/Tf′), its derivative is −2Tf′, and

−k d(ln q)/d(1/Tf′) = H + 2kTf′

Since d(1/Tf′) = −dTf′/Tf′², this is the same as

dTf′/d(ln q) = kTf′²/(H + 2kTf′)

The right side falls as Tf′ falls, so each further decade of slower cooling gives a smaller shift. At the mean Tf′ the quantity H + 2kTf′ is 5.54 eV, and a straight-line fit to the four runs gives 5.52 eV. The difference is the drift of c: ln c grows by 0.024 while 1/Tf′ grows by 1.08 × 10⁻⁴ K⁻¹, which contributes −0.019 eV. Reading the slope of such a plot as H itself would overestimate H by about 4 % in this model.

**Reheating**

For one mode, (4) gives dTf/dT = (T−Tf)/(q_h τ) during heating at rate q_h. The slope is negative while T < Tf, where the glass relaxes towards lower Tf, and positive afterwards. Once Tf lags below T, it must rise faster than T to catch up, so the slope exceeds 1. With stretched relaxation the slope can turn positive while T is still below Tf, because fast modes whose own fictive temperature is already below T relax upward. At β = 0.7 there is again a peak, and a dip that fades as the preceding cooling becomes slower:

after 10 K/s: minimum −0.52 at 1333 K, maximum 1.13 at 1505 K
after 1 K/s: minimum −0.19 at 1322 K, maximum 1.20 at 1494 K
after 0.1 K/s: minimum −0.02 at 1254 K, maximum 1.42 at 1478 K
after 0.01 K/s: minimum zero to three decimals, maximum 1.97 at 1471 K

In these runs, which share one heating rate, slower cooling gives a higher peak. The peak also moves to lower temperature, by 34 K over the whole series; no explanation of that shift was tested here.

In every cycle Tf returned to within 0.01 K of T at 1900 K. For β < 1 this alone would not prove equilibrium, because positive and negative contributions to the integral in (1) can cancel. But at 1900 K the relaxation time is a few milliseconds while each 1 K step of the heating lasts 6 s, so the memory of the cooling was erased. This return allows Tf′ to be recovered from a heating curve. Integrating dTf/dT from T_c = 700 K to T_h = 1900 K gives T_h − Tf′, and therefore

Tf′ = T_c + ∫_{T_c}^{T_h} (1 − dTf/dT) dT

The dip must be included in the integral. Leaving it out gives too low a Tf′, most seriously for fast-cooled glass.

**Comparison with real silica**

The parameters are round values in the rough regime of vitreous silica, whose viscous flow has an activation energy of roughly 5 to 7 eV, depending on the sample and the temperature range. The values of x and β are assumptions, not a fit. Fictive temperatures of roughly 1000 to 1400 °C are typical of manufactured silica glass, and the computed values lie in that range. Hydroxyl and alkali impurities shorten τ. A tenfold reduction lowers Tf′ by 64 K at 0.1 K/s, the same as cooling ten times more slowly, because q and τ_r enter as a product. Lowering H by 10 % with τ_r held fixed lowers Tf′ by 16 K at 0.01 K/s but raises it by 4 K at 10 K/s, mainly because a lower H shortens the equilibrium relaxation time below T_r and lengthens it above. A lower H also enlarges kTf′²/H in the freezing condition, which lowers Tf′ by roughly 4 K, so the sign changes somewhat above T_r: at 2 K/s, where Tf′ is 1465 K, the change is still −2 K. The slowest cooling spends 11 h above 1500 K; at an assumed constant surface growth rate of 1 nm/s, a crystalline layer of 40 µm would form, which the model ignores. Real growth rates vary strongly with temperature, so this figure is only an illustration. A thermally grown oxide film was never an equilibrium melt, so the ordering proved above cannot be assumed for it.

The model also assumes a uniform temperature. In a plate of half-thickness a and thermal diffusivity α whose surfaces cool steadily at rate q, every point cools at q, so αT″ = −q. With zero gradient at the centre, the centre is hotter than the surface by

qa²/(2α)

For a = 0.5 mm, an assumed α = 0.8 mm²/s and q = 10 K/s this is 10 × 0.25/1.6 = 1.6 K, small beside the width kTf′²/H of 38 K. It grows as a², reaching 160 K for a plate ten times thicker. Such a plate is far from uniform in temperature, but if the steady state is established before freezing begins, every point passes through the freezing range at the same rate q and is left with nearly the same Tf. The final Tf varies through the plate when the local cooling rates differ in that range, as they can after a sudden chill of the surface.

Use at high temperature can also change Tf strongly. The glass cooled at 10 K/s was reheated at 10 K/min to 1273 K and held there. Its Tf was 1497 K on arrival and 1290 K after 24 h, lower than that of the slowest-cooled glass before any service. The equilibrium relaxation time at 1273 K is 10 h, but the high initial Tf shortens it by exp[(1−x)(H/k)(1/1273 − 1/1497)], a factor of about 9, so relaxation starts on a scale of about 1 h. An implementation should therefore continue the integration through every later hot step. These times depend strongly on H: with τ_r held fixed, H = 7 eV in (2) gives an equilibrium relaxation time of 67 h at 1273 K instead of 10 h. The remaining values are in the numerical output.

Computed results

```
activation energy H = 5.3 eV; x = 0.7; beta = 0.7
relaxation time at 1450 K = 100 s
cycle: 1900 K to 700 K and back; heating 0.1667 K/s
equilibrium relaxation time at 1900 K = 4.34e-03 s
relaxation time at 700 K, slowest-cooled glass = 2.6e+16 s
beta=1, 0.1 K/s: memory sum 1379.051 K, ODE 1379.055 K
beta=1/2, 0.1 K/s: memory sum 1360.654 K, modes 1360.695 K
largest error of 60-mode kernel = 7.7e-04
cooling 10 K/s: frozen Tf = 1520.64 K = 1247.49 C; c = 3.708
cooling 1 K/s: frozen Tf = 1442.01 K = 1168.86 C; c = 3.741
cooling 0.1 K/s: frozen Tf = 1370.99 K = 1097.84 C; c = 3.771
cooling 0.01 K/s: frozen Tf = 1306.52 K = 1033.37 C; c = 3.799
largest change of frozen Tf on halving the 1 K step = 0.0032 K
largest (gap term)/(log rate ratio), must be < 1: 0.288
linearized model, shift per decade: run 78.709 K, law 78.713 K
full model, shifts per decade (K): [78.62 71.03 64.47]
apparent activation energy: fit 5.523 eV, H+2kTf 5.543 eV
reheat after 10 K/s: min dTf/dT -0.520 at 1332.5 K, max 1.134 at 1504.5 K
reheat after 1 K/s: min dTf/dT -0.186 at 1321.5 K, max 1.200 at 1493.5 K
reheat after 0.1 K/s: min dTf/dT -0.016 at 1253.5 K, max 1.417 at 1478.5 K
reheat after 0.01 K/s: min dTf/dT -0.000 at 903.5 K, max 1.968 at 1470.5 K
start at 1400 K with Tf = 1200 K: final Tf 1201.18 K at 10 K/s, 1230.40 K at 0.1 K/s
plate half-thickness 0.5 mm, assumed diffusivity 0.8 mm2/s
centre-surface difference at 10 K/s: formula 1.562 K, diffusion run 1.562 K
tau ten times shorter, 0.1 K/s: change of Tf = -64.47 K
H lower by 10 %, 0.01 K/s: change of Tf = -16.20 K
time above 1500 K at 0.01 K/s = 11.1 h
crystal layer at assumed 1 nm/s = 40 um
equilibrium relaxation time at 1273 K = 10.12 h
10 K/s glass reheated to 1273 K: Tf = 1496.90 K on arrival, 1290.32 K after 24 h
```
